# Thermal Noise of a Saturated Long-Channel Transistor from Weak to Strong Inversion, part 1

(Sections cited here and not found follow in the second part.)

## The form of the answer

A transistor channel carries a mean current $I$ and a fluctuating current. Let $S$ be the one-sided spectral density of the thermal fluctuation, and define two conductances,

$$
G_n=\frac{S}{4k_BT},\qquad G_{ms}=-\frac{\partial I}{\partial V_S}.
$$

The first is the thermal-noise conductance: a resistor of that conductance at temperature $T$ would give the same noise. The second is the source transconductance, taken at fixed gate, drain and body potentials. We want $\delta=G_n/G_{ms}$ in saturation, where the inversion charge at the drain is negligible.

The long-channel model used here has six inputs: the mobility $\mu$, the width $W$, the length $L$, the thermal voltage $U=k_BT/e$, the inversion charge per area at the source $Q_s$, and the capacitance per area $c$ that relates changes of inversion charge to changes of surface potential. The carrier charge $e$ is not a seventh. For many independent carriers $S$ is proportional to $e$, and division by $k_BT=eU$ removes it.

These six quantities involve four dimensions: charge, voltage, length and time. They form two independent dimensionless groups, which may be taken as $W/L$ and $Q_s/(cU)$. The first cannot appear in $\delta$. A wide channel is a set of independent strips in parallel, so $G_n$ and $G_{ms}$ are both proportional to $W$, and their ratio does not depend on $W$. Therefore

$$
\delta=f\!\left(\frac{Q_s}{cU}\right).
$$

The argument also says something about the ends of the range. When $Q_s\ll cU$, the mobile charge is too small to alter the surface potential, and $c$ drops out. When $Q_s\gg cU$, diffusion is unimportant, and $U$ drops out. In either case no dimensionless group remains, so $f$ must approach a pure number if it has a finite limit. The derivation will give $1/2$ and $2/3$ for these numbers, and the function that joins them.

## Conventions and assumptions

The algebra uses atomic units, with $e=1$. Then $k_BT$ and the thermal voltage are the same quantity, $U$. The charge $e$ is restored where engineering units are needed.

The device is an n-channel transistor. The coordinate $x$ runs from the source at $x=0$ to the drain at $x=L$. The surface potential $\psi(x)$ is measured from the neutral body. The inversion charge is negative, and $Q(x)>0$ denotes its magnitude per area. The current $I$ is positive when conventional current enters the drain, which means that electrons travel towards positive $x$.

The assumptions are these:

- The channel is long, so that the charge at each $x$ depends on the local potentials.
- The mobility is constant along the channel and does not depend on bias.
- The electrons are non-degenerate and stay at the lattice temperature.
- The terminals are held at constant potentials, and the frequency is low enough for the channel charge to follow without delay.
- The inversion charge is a linear function of surface potential.

The last assumption is needed for a closed formula. Several intermediate results hold without it, and the second half uses them to measure its error.

## Current as a gradient

The electric field along the channel is $-d\psi/dx$. The force on an electron of charge $-1$ is $+d\psi/dx$, so its drift velocity is $\mu\,d\psi/dx$. Diffusion carries electrons down their density gradient. With $e=1$, the number of electrons per area equals $Q$, and hence

$$
I=W\left(\mu Q\frac{d\psi}{dx}-D\frac{dQ}{dx}\right).
$$

The diffusion coefficient $D$ follows from equilibrium. There $I=0$ and the non-degenerate charge varies as $Q\propto e^{\psi/U}$, so $dQ/dx=(Q/U)\,d\psi/dx$. The two terms cancel if

$$
D=\mu U.
$$

Substitution gives

$$
I=\mu WQ\left(\frac{d\psi}{dx}-U\frac{d\ln Q}{dx}\right).
$$

The bracket is the derivative of one function. Define the electron quasi-Fermi potential $V$ by

$$
dV=d\psi-U\,d\ln Q .
$$

It equals the applied potential at each contact: $V=V_S$ at the source and $V=V_D$ at the drain. The current becomes

$$
I=\mu WQ\frac{dV}{dx}.
$$

This looks like Ohm's law, but it contains both drift and diffusion. Treating $Q$ as a sheet with this definition of $V$ also means that changes in the thickness of the inversion layer along the channel are ignored.

## The linear charge law

Let $V_G$ be the gate potential, $V_{FB}$ the flat-band voltage and $C_{ox}$ the oxide capacitance per area. The voltage $V_G-V_{FB}$ is divided between the silicon surface and the oxide. The oxide part is the total silicon charge divided by $C_{ox}$:

$$
V_G-V_{FB}=\psi+\frac{Q+Q_b}{C_{ox}}.
$$

Here $Q_b$ is the magnitude of the depletion charge. A uniformly doped depletion layer of width $w$ has a charge proportional to $w$ and a potential drop proportional to $w^2$, so $Q_b\propto\sqrt\psi$. We write $Q_b=\Gamma C_{ox}\sqrt\psi$, where $\Gamma$ is the body factor. Then

$$
\frac{Q}{C_{ox}}=V_G-V_{FB}-\psi-\Gamma\sqrt\psi .
$$

At fixed gate potential,

$$
\frac{dQ}{d\psi}=-C_{ox}\left(1+\frac{\Gamma}{2\sqrt\psi}\right).
$$

The bracket changes slowly with $\psi$. Replacing it by a constant slope factor $n$ gives the linear law

$$
dQ=-nC_{ox}\,d\psi ,
$$

and identifies the capacitance in the opening argument as $c=nC_{ox}$.

It is convenient to measure charge in units of $2nUC_{ox}$:

$$
Q=2nUC_{ox}\,q .
$$

The factor 2 is a convention that removes fractions from the current law. From the linear law, $d\psi=-dQ/(nC_{ox})=-2U\,dq$. Also $d\ln Q=d\ln q=dq/q$. The definition of $V$ therefore becomes

$$
dV=-2U\,dq-U\frac{dq}{q}=-U\left(2+\frac1q\right)dq .
$$

Integration gives

$$
2q+\ln q=\frac{V_P-V}{U}.
$$

The constant of integration $V_P$ is the pinch-off voltage, and it is set by the gate. The term $2q$ comes from the change of surface potential, and $\ln q$ comes from diffusion. They dominate in strong inversion ($q\gg1$) and weak inversion ($q\ll1$), respectively.

## The integrated current

Multiply the current law by $dx$ and insert the relation between $V$ and $q$:

$$
I\,dx=\mu WQ\,dV
=\mu W(2nUC_{ox}q)\left[-U\left(2+\frac1q\right)\right]dq .
$$

Multiplying out the factors,

$$
I\,dx=-2n\mu C_{ox}WU^2(2q+1)\,dq .
$$

The current is the same at every $x$. Integrate from the source, where $q=q_s$, to the drain, where $q=q_d$. The minus sign reverses the limits on the right:

$$
IL=2n\mu C_{ox}WU^2\int_{q_d}^{q_s}(2q+1)\,dq .
$$

With the specific current

$$
I_{spec}=2n\mu C_{ox}\frac WL U^2,
$$

the result is

$$
I=I_{spec}\left[(q_s^2+q_s)-(q_d^2+q_d)\right].
$$

In saturation $q_d\to0$. The inversion coefficient is then

$$
IC=\frac{I}{I_{spec}}=q_s^2+q_s .
$$

The positive root of this quadratic equation is

$$
q_s=\frac{\sqrt{1+4IC}-1}{2}.
$$

The two terms of $IC$ have separate meanings. Since $d\psi=-2U\,dq$, the drift current is proportional to $-2q\,dq/dx$ and the diffusion current to $-dq/dx$. Their averages over the channel, in units of $I_{spec}$, are $q_s^2$ and $q_s$. Drift and diffusion therefore carry the channel-averaged shares

$$
\frac{q_s}{q_s+1}\quad\text{and}\quad\frac{1}{q_s+1}
$$

of the saturated current. They are equal at $q_s=1$, that is, at $IC=2$.

The limits of the current law are familiar ones. For $q_s\ll1$, the charge law gives $q_s\approx e^{(V_P-V_S)/U}$, and the current is exponential in voltage. For $q_s\gg1$, it gives $q_s\approx(V_P-V_S)/(2U)$, and

$$
I\approx\frac{n\mu C_{ox}W}{2L}(V_P-V_S)^2 ,
$$

which is the square law.

## The source transconductance

The integral of $I\,dx=\mu WQ\,dV$ can also be left in terms of $V$:

$$
I=\frac{\mu W}{L}\int_{V_S}^{V_D}Q(V)\,dV .
$$

At fixed gate potential $Q$ is a function of $V$ alone, so $V_S$ enters through the lower limit of the integral. Differentiation with respect to a lower limit gives minus the integrand there:

$$
\frac{\partial I}{\partial V_S}=-\frac{\mu W}{L}Q_s,
\qquad
G_{ms}=\frac{\mu W}{L}Q_s .
$$

This step did not use the linear charge law. If that law is now inserted,

$$
G_{ms}=G_{spec}\,q_s,\qquad
G_{spec}=\frac{I_{spec}}{U}=2nU\mu C_{ox}\frac WL .
$$

Division by the saturated current gives a useful measure of inversion level,

$$
\frac{UG_{ms}}{I}=\frac{q_s}{q_s^2+q_s}=\frac1{q_s+1}.
$$

The gate transconductance $G_m=\partial I/\partial V_G$ is a different quantity. The pinch-off surface potential $\psi_p$ is the value of $\psi$ at which $Q=0$, so $V_G-V_{FB}=\psi_p+\Gamma\sqrt{\psi_p}$. Its derivative is $d\psi_p/dV_G=1/n$, if $n$ is the slope factor there. At fixed $q$, both $\psi=\psi_p-2Uq$ and $V$ shift by the same amount as $\psi_p$, so $dV_P/dV_G=1/n$. In saturation the current depends on the difference $V_P-V_S$, and in the linear model

$$
G_m=\frac{G_{ms}}n .
$$

Hence $G_n/G_m=n\delta$. A limit of $2/3$ for the ratio to $G_{ms}$ becomes $2n/3$ for the ratio to $G_m$.

## The local noise source

Consider a short slice of channel of length $\Delta x$. It contains $QW\Delta x$ electrons. An electron with velocity $u(t)$ along $x$ contributes $u(t)/\Delta x$ to the current averaged over the slice, because it would carry one unit of charge across the slice in a time $\Delta x/u$.

Let $u$ now denote the random part of the velocity, with correlation function $C(t)=\langle u(0)u(t)\rangle$. The mean-square displacement after a time $t$ is

$$
\langle X^2\rangle=\int_0^t\!\!\int_0^t C(t_1-t_2)\,dt_1dt_2
=2\int_0^t(t-s)C(s)\,ds .
$$

When $t$ is much longer than the correlation time, this becomes $2t\int_0^\infty C(s)\,ds$. Diffusion in one dimension gives $\langle X^2\rangle=2Dt$, so

$$
D=\int_0^\infty C(s)\,ds .
$$

The one-sided spectral density of the velocity, at frequencies well below the collision rate, is

$$
S_u=4\int_0^\infty C(s)\,ds=4D .
$$

The factor 4 has two sources. One factor 2 comes from the even correlation function at negative times, and the other from assigning the power at negative frequencies to positive ones.

The electrons are independent, so their spectral densities add. The slice current has the density

$$
S_{slice}=(QW\Delta x)\frac{4D}{(\Delta x)^2}
=\frac{4DQW}{\Delta x}
=4U\frac{\mu WQ}{\Delta x}.
$$

The last step used $D=\mu U$. The fraction $\mu WQ/\Delta x$ is the conductance of the slice, so this is Nyquist's formula applied locally. It was obtained from random motion, and it covers weak inversion, where the mean current flows by diffusion.

Different slices hold different electrons and are uncorrelated. This requires slices longer than the mean free path, so that velocity correlations do not extend from one slice to the next. If such slices are still very short compared with the channel, the noise source $i_n(x)$ has, to a good approximation, the cross-spectral density

$$
S_{i_n}(x,x')=4U\,g(x)\,\delta_D(x-x'),\qquad g=\mu WQ,
$$

where $\delta_D$ is the Dirac delta function. It has the dimension of inverse length and replaces the factor $1/\Delta x$.

# Second half: from local noise to the terminal ratio

## Results carried over

The normalized charge is $q=Q/(2nUC_{ox})$, with $q_s$ at the source and $q_d$ at the drain. The thermal voltage is $U$, the slope factor is $n$, and $e=1$ in the algebra. The quasi-Fermi potential $V$ takes the applied values at the contacts. The first half gave

$$
I=g\frac{dV}{dx},\quad g=\mu WQ,\qquad
I\,dx=-I_{spec}L(2q+1)\,dq,
$$

$$
2q+\ln q=\frac{V_P-V}{U},\qquad
G_{ms}=\frac{\mu W}{L}Q_s=G_{spec}q_s,\qquad G_{spec}=\frac{I_{spec}}U .
$$

In saturation $IC=I/I_{spec}=q_s^2+q_s$. The local noise source $i_n(x)$ has spectral density $4Ug(x)\,\delta_D(x-x')$. It remains to find how much of it reaches the drain terminal.

This part has derived the channel current, the source transconductance and the spectral density of the local thermal noise. It remains to find how much of that noise reaches the drain terminal, and from this the ratio $\delta=G_n/G_{ms}$.
